\section*{Spin-transfer torque in a tunnel junction from nonequilibrium Green functions}

\section{One electron and one magnetic site}

Take an infinite chain with hopping $-t$ and zero on-site energy, except at site $0$, where a spin-down electron has energy $\Delta$. This site is a one-atom magnet whose majority direction is $\mathbf m=\hat z$. An electron arrives from the left with its spin along $x$, so its up and down amplitudes are both $1/\sqrt2$.

The up part $u_n=e^{ikn}/\sqrt2$ passes undisturbed. The down part is
\begin{equation}
\sqrt2\,d_n=e^{ikn}+re^{-ikn}\ (n\le0),\qquad \sqrt2\,d_n=\tau e^{ikn}\ (n\ge0),
\end{equation}
and continuity at site $0$ gives $r=\tau-1$. The Schr\"odinger equation there, with $E=-t(e^{ik}+e^{-ik})$, reads
\begin{align}
(E-\Delta)\tau&=-t\,[e^{-ik}+(\tau-1)e^{ik}+\tau e^{ik}],\nonumber\\
(2it\sin k-\Delta)\,\tau&=2it\sin k,\nonumber\\
\tau&=\frac1{1+ig},\qquad g=\frac{\Delta}{2t\sin k}.
\end{align}

For the bond between sites $b$ and $b+1$, define the $2\times2$ flow matrix
\begin{equation}
J_b=-it\,(\psi_{b+1}\psi_b^\dagger-\psi_b\psi_{b+1}^\dagger),\qquad
\mathbf Q_b=\tfrac12{\rm Tr}\,\boldsymbol\sigma J_b .
\end{equation}
Flow is counted as particles moving to the right. ${\rm Tr}J/\hbar$ is the particle rate. $\mathbf Q$ is the spin angular momentum carried per unit time, so it is an energy. The transverse components follow from $J_{ud}=-it(u_{b+1}d_b^*-u_bd_{b+1}^*)$ through $Q_x={\rm Re}J_{ud}$ and $Q_y=-{\rm Im}J_{ud}$. On the two bonds next to the magnet,
\begin{align}
J_{ud}^{\rm left}&=-\tfrac{it}2\,[e^{ik}+r^*e^{-ik}-e^{-ik}(1+r^*)]=t\sin k,\\
J_{ud}^{\rm right}&=-\tfrac{it}2\,\tau^*(e^{ik}-e^{-ik})=\tau^*t\sin k .
\end{align}
With $1-\tau^*=(g^2-ig)/(1+g^2)$, the spin current lost at the site is
\begin{equation}
(\delta Q_x,\delta Q_y)=t\sin k\,\frac{(g^2,\;g)}{1+g^2}.
\end{equation}

Now compute the torque separately. The exchange energy is $-(\Delta/2)\mathbf m\cdot\boldsymbol\sigma$ plus a constant, and its torque on the magnet is $(\Delta/2)\,\mathbf m\times\langle\boldsymbol\sigma\rangle$ (derived below). For $k=\pi/2$ and $\Delta=2t$ we have $g=1$ and $\tau^*=(1+i)/2$. Then $u_0d_0^*=(1+i)/4$, so $\langle\sigma_x\rangle=\frac12$ and $\langle\sigma_y\rangle=-\frac12$. Since $\hat z\times\mathbf s=(-s_y,s_x,0)$, the torque is $t(\frac12,\frac12,0)$, which is the loss found from the bonds.

The component along $\mathbf m$ is not lost. Here $J_{uu}=t$ and $J_{dd}=t/2$ on both sides, so $Q_z=t/4$ throughout. A weak magnet ($g\ll1$) gives mainly the field-like torque along $y$, of first order in $g$. The in-plane torque along $x$ is of second order. For $g\gg1$ the whole transverse spin current is absorbed.

\section{The same site by Green functions}

A semi-infinite lead can be replaced by an energy-dependent term on the site it touches. Removing the first lead site leaves an identical lead, so its surface function obeys $g_s=1/(x-t^2g_s)$, where $x=z-\varepsilon$ and $\varepsilon$ is the lead's on-site energy. The self-energy $\Sigma=t^2g_s$ is therefore
\begin{equation}
\Sigma=\tfrac12\left[x-\sqrt{x-2t}\,\sqrt{x+2t}\,\right].
\label{eq:sigma}
\end{equation}
With this product of principal roots, $\Sigma$ vanishes at large $|z|$ and has ${\rm Im}\,\Sigma\le0$ just above the real axis, as a retarded function must.

In the example $x=0$, so $\Sigma=-it$ for each lead and $\Gamma=i(\Sigma-\Sigma^\dagger)=2t$. Hence $G_\uparrow=1/(2it)$ and $G_\downarrow=1/(2it-2t)$. For injection with spin along $x$, $\Gamma_L=t(1+\sigma_x)$, and
\begin{equation}
(G\Gamma_LG^\dagger)_{ud}=\frac{t}{(2it)(-2it-2t)}=\frac{1+i}{8t}.
\end{equation}
This is $u_0d_0^*=(1+i)/4$ divided by $\hbar v=2t$, the flow of a unit plane wave. Thus $G\Gamma_LG^\dagger/2\pi$ is the density matrix per unit energy of the states injected from the left.

\section{Balance law for a chain of electrons}

The full junction is a polarizer lead, a barrier, a free magnet with $\mathbf m=\hat z$, and a normal drain lead. Electrons do not interact, and the potentials are prescribed. Magnetic sites carry $\varepsilon+(\Delta/2)(1-\mathbf m_i\cdot\boldsymbol\sigma)$. The polarizer points along $(\sin\theta,0,\cos\theta)$.

Let $\rho_{ij}=\langle c_j^\dagger c_i\rangle$, a $2\times2$ spin block, and
\begin{equation}
J_i=i(H_{i,i+1}\rho_{i+1,i}-\rho_{i,i+1}H_{i+1,i}).
\end{equation}
From $\hbar\dot\rho=-i[H,\rho]$, with scalar hopping,
\begin{equation}
\hbar\dot\rho_{ii}=-i[H_{ii},\rho_{ii}]+J_{i-1}-J_i .
\label{eq:block}
\end{equation}
Multiply by $\boldsymbol\sigma/2$ and take the trace. With ${\rm Tr}\,\sigma_k[H,\rho]={\rm Tr}\,[\sigma_k,H]\rho$ and $[\sigma_k,\sigma_l]=2i\epsilon_{klp}\sigma_p$, the local term becomes
\begin{equation}
-\frac i2\left(-\frac{\Delta}{2}\right)2i\,\epsilon_{klp}m_l\langle\sigma_p\rangle
=-\frac{\Delta}{2}(\mathbf m\times\langle\boldsymbol\sigma\rangle)_k .
\end{equation}
This is the torque on the electrons; the magnet receives its opposite. In a steady state
\begin{equation}
\mathbf Q_{i-1}-\mathbf Q_i=\mathbf T_i=\frac{\Delta_i}{2}\,\mathbf m_i\times\langle\boldsymbol\sigma_i\rangle .
\label{eq:balance}
\end{equation}
In a barrier without exchange the right side vanishes, so $\mathbf Q$ is the same on every barrier bond. Summing over the free magnet gives
\begin{equation}
\mathbf Q_{\rm barrier}-\mathbf Q_{\rm drain}=\sum_i\mathbf T_i .
\end{equation}
The loss is a difference between two bonds: the drain may carry spin away.

Two additions to the model that break these statements are considered here. A moment in the barrier takes up spin there. Spin-orbit hopping makes $H_{i,i+1}$ a matrix. The incoming term in Eq.~\eqref{eq:block} is then $i(\rho_{i,i-1}H_{i-1,i}-H_{i,i-1}\rho_{i-1,i})$, whose factors stand in the opposite order to those in $J_{i-1}$. The traces agree, so charge is still conserved, but the traces with $\boldsymbol\sigma$ need not, and the lattice receives the difference.

\section{Filling the states}

Keep the barrier, the free magnet and two sites of each lead in $H$, and set $G=(z-H-\Sigma_L-\Sigma_R)^{-1}$. The polarizer's $\Sigma_L$ uses Eq.~\eqref{eq:sigma} separately for spins along and against its magnetization. Since
\begin{equation}
i(G-G^\dagger)=iG(\Sigma-\Sigma^\dagger)G^\dagger=G\Gamma_LG^\dagger+G\Gamma_RG^\dagger ,
\end{equation}
filling left-injected states to $\mu_L$ and right-injected states to $\mu_R$ can be rearranged at zero temperature as
\begin{equation}
\rho=\frac{i}{2\pi}(K-K^\dagger)+\int_{\mu_R}^{\mu_L}\!\frac{dE}{2\pi}\,G\Gamma_LG^\dagger,\qquad K=\int^{\mu_R}\!G\,dz .
\label{eq:rho}
\end{equation}
$G$ is analytic in the upper half plane, so $K$ may be taken along an arc from below all bands to $\mu_R$, where the integrand is smooth. The second integral stays on the real axis.

The calculation runs as follows.
\begin{enumerate}
\item Build $H$, with the left lead raised by $U=\mu_L-\mu_R$ and a linear drop across the barrier.
\item At each node, add the self-energies and invert.
\item Sum Eq.~\eqref{eq:rho}; form every $\mathbf Q_b$ from off-diagonal blocks and every $\mathbf T_i$ from diagonal blocks.
\item Check Eq.~\eqref{eq:balance} site by site.
\item Refine the quadrature until the torque settles.
\end{enumerate}
Step 4 cannot replace step 5. On interior sites $(z-H)G=G(z-H)=1$, and the interior rows of $(E-H)G\Gamma_LG^\dagger$ vanish. Each node therefore satisfies the balance by itself, however coarse the quadrature. The balance can reveal a wrong sign or block in the flow or torque formula, or a missing torque. It cannot reveal a wrong relative sign or weight of the two parts of Eq.~\eqref{eq:rho}, because each part satisfies it separately. In the junction below, doubling 60 arc nodes and 40 window nodes changed the torque by less than one part in $10^6$.

\section{What remains at zero bias}

Both magnetizations lie in the $xz$ plane, so $H$ is real and $G$ is symmetric. The first part of $\rho$ is then $-{\rm Im}K/\pi$, a real symmetric matrix. With $R=\rho_{i+1,i}$ the flow is $J_i=-it(R-R^T)$. A real antisymmetric $2\times2$ matrix is proportional to $i\sigma_y$, so this part carries only $Q_y$. The in-plane torque comes entirely from the bias window, while the field-like torque also needs the filled states below it.

The zero-bias torque is the slope of the grand potential $\Omega$. Turn the free magnet by $\eta$ towards $+x$, which reduces $\theta$ by $\eta$. Then $d\Omega/d\eta=-(\Delta/2)\sum_i\langle\sigma_{x,i}\rangle=-T_y$, hence
\begin{equation}
T_y=\frac{d\Omega}{d\theta},\qquad
\Omega=\frac1\pi\,{\rm Im}\!\int^{\mu}\!\ln\det(z-H-\Sigma_L-\Sigma_R)\,dz+{\rm const}.
\end{equation}
The second formula holds because the number of states below $E$ is $-{\rm Im}\ln\det/\pi$ up to the count for the detached leads, which does not depend on $\theta$ (the determinant of the whole system is that of the detached leads times the one above), and $\Omega$ is minus its integral. For the junction below, the numerical slope and the site torque both give $0.1517\ \mu$eV at $\theta=90^\circ$. The positive sign means that the coupling favours parallel alignment there.

\section{What sets the in-plane torque}

Cut one barrier bond. Let $g_L$, $g_R$ be the end-site functions of the two halves, $A=i(g-g^\dagger)$, and $h_R=(g_R+g_R^\dagger)/2$. A left-injected wave $\psi_0$ on the cut left half becomes $\psi_L=\psi_0-tg_L\psi_R$ when the bond is restored, with $\psi_R=-tg_R\psi_L$. Therefore
\begin{equation}
\psi_L=D\psi_0,\qquad D=(1-t^2g_Lg_R)^{-1}.
\end{equation}
Put $\tilde A_L=DA_LD^\dagger$ and $g_R=h_R-iA_R/2$. The flow per unit energy is
\begin{equation}
\frac{it^2}{2\pi}(g_R\tilde A_L-\tilde A_Lg_R^\dagger)
=\frac{t^2}{2\pi}\left(\tfrac12\{\tilde A_L,A_R\}+i[h_R,\tilde A_L]\right).
\end{equation}

The factor $D$ matters even for an opaque barrier. Deep inside, $|tg|\approx e^{-\kappa}$. At mid-barrier and mid-window the example has $\cosh\kappa=1.5$, so $e^{-2\kappa}=0.146$ and $|D|^2\approx(1-0.146)^{-2}=1.37$. The computed ratio of the full particle flow to the $D=1$ result is $1.36$. For a cut next to the middle barrier layer the spin-dependent part of $D$ is small, $0.4\%$ of its scalar part, so $D$ nearly cancels from ratios. It grows to about $3\%$ one bond further out and to about $20\%$ at the interfaces, so the next step, and the polarizations $P$ and $P_R$ in it, refer to a cut deep in the barrier.

Treat $D$ as a scalar and write $\tilde A_L\propto1+P(\sigma_x\sin\theta+\sigma_z\cos\theta)$ and $A_R\propto1+P_R\sigma_z$. The anticommutator gives
\begin{equation}
\frac{Q_x}{\frac12{\rm Tr}J}=\frac{P\sin\theta}{1+PP_R\cos\theta},
\end{equation}
so $Q_x$ itself varies as $\sin\theta$. The commutator contains $i[\sigma_z,\sigma_x]=-2\sigma_y$ and supplies the field-like part of the window. If the drain receives no transverse spin, the in-plane torque at $90^\circ$ is $P/2$ times the particle flow.

\section{A junction in numbers}

Let the layer spacing be $0.2$ nm and $t=1$ eV, which gives a band mass of $0.95\,m_e$. The majority bands and the drain band are filled $1$ eV above their bottom, and the exchange splitting is $2.2$ eV. Each minority band then starts $1.2$ eV above the chemical potential of its own side, and the polarizer injects one spin, $P=1$. The barrier has five layers and a height of $1$ eV above $\mu_R$, to which the linear drop is added, and the free magnet has seven layers. Take $\theta=90^\circ$ and $U=0.3$ eV.

The particle flow is $6.224\ \mu$eV; multiplied by $e/\hbar$ this is $1.52$ nA per chain. The spin currents, in $\mu$eV, are
\begin{align}
\mathbf Q_{\rm barrier}&=(3.1122,\,-0.7497,\,3.1122),\nonumber\\
\mathbf Q_{\rm drain}&=(-0.0020,\,-0.0067,\,3.1122),\nonumber\\
\text{difference}&=(3.1141,\,-0.7431,\,0).
\end{align}
The site torques add up to the same vector; the largest deviation, like the variation along the barrier, is at rounding level. Half the particle flow is $3.112\ \mu$eV, as the rule with $P=1$ requires. The torque exceeds it by $0.06\%$ because $Q_x$ in the drain is slightly negative.

The first free layer takes $(3.07,\,0.71)\ \mu$eV and the second $(0.48,\,-1.14)\ \mu$eV; in the third and fourth $T_x$ is negative. The transverse spin is the product of a travelling majority wave and a decaying minority wave. At mid-window, $\cos k=0.425$ and $\cosh\kappa'=1.525$. The spin should thus turn by about $65^\circ$ per layer and shrink to about $0.37$ of its size. The window part of the torque follows this closely, at $66^\circ$ and $0.38$ per layer. The printed torques also contain the filled states below the window, which supply $0.70$ of the first layer's $T_y=0.71\ \mu$eV, so they follow it only roughly; the first step turns by $80^\circ$.

\begin{center}
\begin{tabular}{rrr}
$U$ (eV) & $T_x$ ($\mu$eV) & $T_y$ ($\mu$eV)\\
$-0.30$ & $-3.110$ & $-0.752$\\
$-0.15$ & $-1.497$ & $-0.062$\\
$0$ & $0$ & $0.152$\\
$0.15$ & $1.498$ & $-0.059$\\
$0.30$ & $3.114$ & $-0.743$
\end{tabular}
\end{center}
In this junction $T_x$ is nearly odd in $U$, and $T_y$ is nearly even and changes sign between $0$ and $0.15$ eV.

An independent check uses no self-energies. A finite, isolated chain with two barrier layers, two free layers and 200 sites per lead starts in equilibrium at $k_BT=0.05$ eV. Its left lead is suddenly raised by $0.3$ eV, with the linear drop in the barrier, and the state is evolved in time. Before echoes return from the ends, the averaged torque is $(1.130,\,0.465)$ meV. Equation~\eqref{eq:rho}, thermally smeared, gives the same values.

\section{When spin escapes or leaks}

Reduce the splitting to $0.6$ eV in both magnets, with all else fixed. Both spins now travel. The barrier carries $Q_x=0.855\ \mu$eV, the drain $-0.811\ \mu$eV, and the in-plane torque is $1.666\ \mu$eV, nearly twice the incoming $Q_x$. At mid-window the two wave numbers differ by $0.37$ per layer, or $2.6$ rad over seven layers. A rotation near $\pi$ reverses the spin, and the magnet takes the recoil. Taking the barrier spin current alone as the torque would be wrong by almost a factor of two.

Return to the main junction and add $-(0.1\ {\rm eV})\,\sigma_y$ to the middle barrier layer, which is a moment along $y$ with splitting $0.2$ eV and no shift of the mean level. The spin current now drops at that layer by exactly the moment's own torque, as Eq.~\eqref{eq:balance} demands. The drop is 19 times the torque on the free magnet in the clean junction. This number contains both parts of Eq.~\eqref{eq:rho}, which were not separated.

Spin-orbit hopping $H_{i,i+1}=-te^{i\varphi\sigma_y}$ with $\varphi=0.02$ in the free magnet, without the barrier moment (its strength, $2t\varphi$ times the layer spacing, is $0.008$ eV\,nm), leaves a mismatch between loss and exchange torque of 23\% of the clean torque.

\section{Beside a real junction}

The parameters imitate, roughly, Fe/MgO at normal incidence, where the majority band that tunnels best crosses the Fermi level and its minority partner lies above it. Of the omissions estimated here, oblique incidence has the largest effect. In a simple cubic stack with the same $t$, transverse motion adds $2t(2-\cos k_xa-\cos k_ya)$ to every layer. Averaging over it leaves $1.9\%$ of the normal-incidence torque per chain: $0.24\ \mu$J/m$^2$, with a resistance-area product of about $400\ \Omega\,\mu$m$^2$ at $\theta=90^\circ$ and half that for parallel magnetizations. Junctions made for current-driven switching have roughly 1 to 10 in that unit, so this model barrier is far too opaque. A barrier mass of $0.38\,m_e$ at the same height multiplies the normal-incidence torque by 29 if each interface bond takes the mean of the hoppings on its two sides, but only by 2.7 if those bonds keep $1$ eV. Lowering every barrier layer by $0.28$ eV, the classical image value at mid-barrier for a rough permittivity of 3, multiplies it by 3.7. The image lowering is larger near the barrier faces, so this understates its effect. One more barrier layer at fixed $U$ multiplies it by $0.15$, close to $e^{-2\kappa}$, so thickness fluctuations matter. Heating the electrons to 300 K adds 2\%. The barrier field is $2.5$ MV/cm, a quarter of a rough breakdown field of 10 MV/cm. Absolute torques from this chain are thus uncertain by more than a factor of ten, whereas the balance law does not depend on these values. The numerical output that follows gives further digits.

\section*{Numbers as computed}
\begin{verbatim}
spacing 0.2 nm, hopping 1.0 eV, band mass 0.952 m_e
filling 1.0 eV, exchange splitting 2.2 eV
barrier 5 layers, height 1.0 eV; free magnet 7 layers
angle 90 deg, U = 0.3 eV, temperature 0 K
particle flow Tr J = 6.2243 ueV
charge current per chain = 1.5151 nA
Q in barrier (x,y,z) = 3.11215, -0.74972, 3.11215 ueV
Q in drain (x,y,z) = -0.00198, -0.00666, 3.11215 ueV
torque (x,y,z) = 3.11413, -0.74306, 0.00000 ueV
largest spread of flow over barrier bonds = 4.4e-17 eV
largest |loss - torque| = 8.8e-18 eV
free layer 1: site torque x, y = 3.06806, 0.71106 ueV
free layer 2: site torque x, y = 0.47510, -1.13913 ueV
free layer 3: site torque x, y = -0.29421, -0.42030 ueV
free layer 4: site torque x, y = -0.15711, 0.02846 ueV
T_x / (Tr J / 2) = 1.00064; polarization = 1.00000
T_x(45 deg) / (T_x(90 deg) sin 45 deg) = 0.99995
dressed cut-bond formula, relative error = 2.6e-14
full flow / first-order cut-bond flow = 1.3575
spin-dependent share of the dressing = 3.8e-03
U = -0.30 eV: T_x = -3.1099, T_y = -0.7515 ueV
U = -0.15 eV: T_x = -1.4972, T_y = -0.0623 ueV
U = +0.00 eV: T_x = +0.0000, T_y = +0.1517 ueV
U = +0.15 eV: T_x = +1.4979, T_y = -0.0586 ueV
U = +0.30 eV: T_x = +3.1141, T_y = -0.7431 ueV
zero bias: dOmega/dangle = 0.15173 ueV, T_y = 0.15173 ueV
weak magnet (0.6 eV): Q_x in 0.8550, out -0.8112, T_x 1.6662 ueV
weak magnet: Q_y in -0.8858, out -0.1019, T_y -0.7839 ueV
time test: 2 barrier, 2 free layers, 200 sites per lead, kT = 0.05 eV
time evolution: T_x = 1.13027, T_y = 0.46500 meV
Green function: T_x = 1.13027, T_y = 0.46500 meV
barrier moment (splitting 0.2 eV): spin lost / torque = 18.9945
spin-orbit 0.0080 eV nm: |loss - torque| / torque = 0.2344
T_x at 300 K / T_x at 0 K = 1.0186
T_x averaged over oblique incidence / normal = 0.0194
averaged in-plane torque per area = 0.2425 uJ/m2
averaged resistance-area product = 407.054 ohm um2
barrier mass 0.381 m_e: T_x ratio = 29.113
image lowering 0.277 eV (eps 3.0): T_x ratio = 3.661
one more barrier layer: T_x ratio = 0.1507
barrier field = 2.50 MV/cm; share of rough breakdown field 10 MV/cm = 0.25
\end{verbatim}
